# Wafer temperature overshoot after lamp shut-off with an exponentially decaying lamp

**Question**

I am working on a spike anneal of an implanted wafer. The lamps are switched off while the wafer is still heating. The absorbed power then decays as \(P e^{-t/\tau}\), while the wafer loses a constant power \(L\). With heat capacity \(C\), I am supposed to show that for \(P>L\) the temperature overshoots by

\[
D=\frac{\tau}{C}\left[P-L-L\ln\frac{P}{L}\right].
\]

My attempt was to add up all the energy that arrives after shut-off, which is \(P\tau\), and subtract the loss. But the loss over all later times is infinite, so I get minus infinity. If I leave the loss out, I get \(P\tau/C\), which has no logarithm. Where does the logarithm come from? And can I trust the result for a real silicon wafer, where the loss isn't constant and the lamps heat only one side?

**Answer**

Your integral runs too long. The overshoot is the height of the temperature maximum, so the energy must be counted only up to the moment of that maximum. The logarithm is that moment, measured in units of \(\tau\).

**The balance and the time of the peak**

Let \(P\), \(L\) and \(C\) all be taken per unit wafer area, with both faces counted in \(P\) and \(L\). Assume for now that the wafer has one uniform temperature and that \(C\) and \(L>0\) are constant. Let \(\theta(t)\) be the temperature rise since shut-off, so \(\theta(0)=0\). Energy conservation gives

\[
C\frac{d\theta}{dt}=Pe^{-t/\tau}-L .
\]

The right side falls steadily with time. If \(P>L\), it starts positive, ends negative, and crosses zero once, when

\[
Pe^{-t_*/\tau}=L\quad\Longrightarrow\quad t_*=\tau\ln\frac{P}{L}.
\]

The temperature rises before \(t_*\) and falls after it, so this is the global maximum. If \(P\le L\), the right side is negative for all \(t>0\). The wafer then cools from the start and the overshoot is zero; the formula must not be used there.

**The height of the peak**

Integrate the balance from 0 to \(t\):

\[
\theta(t)=\frac1C\left[P\tau\left(1-e^{-t/\tau}\right)-Lt\right].
\]

At the peak \(e^{-t_*/\tau}=L/P\), so the first term is \(P\tau(1-L/P)=\tau(P-L)\). The second is \(Lt_*=L\tau\ln(P/L)\). Hence

\[
D=\theta(t_*)=\frac{\tau}{C}\left[P-L-L\ln\frac PL\right],
\]

which is the required result.

There is also a geometric way to see it. \(CD\) is the area between the decaying power curve and the horizontal line at \(L\). Slice this area horizontally. The power has fallen to the value \(p\) at time \(\tau\ln(P/p)\), so

\[
CD=\int_L^P\tau\ln\frac Pp\,dp
=\tau\left[p\ln\frac Pp+p\right]_L^P
=\tau\left[P-L-L\ln\frac PL\right].
\]

**Limits and sensitivity**

Put \(P=L(1+\epsilon)\). Then \(D=(\tau L/C)[\epsilon-\ln(1+\epsilon)]\), and since \(\ln(1+\epsilon)=\epsilon-\epsilon^2/2+\dots\),

\[
D\simeq\frac{\tau L}{2C}\epsilon^2\qquad(\epsilon\ll1).
\]

The overshoot is quadratic because a small excess power both heats slowly and lasts briefly.

In the other direction, \(L\ln(P/L)>0\) gives the bound \(D<\tau(P-L)/C\). The ramp rate at shut-off is \(R=(P-L)/C\), so the overshoot is less than \(R\tau\). If \(L\to0\) at fixed \(P\), then \(L\ln(P/L)\to0\) and \(D\to P\tau/C\), your loss-free answer.

How does \(D\) respond to an error in \(L\)? At fixed \(P\),

\[
\left.\frac{\partial D}{\partial L}\right|_P
=\frac\tau C\left[-1-\ln\frac PL+1\right]=-\frac{t_*}{C}.
\]

An extra loss \(\delta L\) simply removes the energy \(\delta L\,t_*\) before the peak. The shift of the peak time doesn't matter at first order, because the temperature is stationary there.

If instead the ramp rate is held fixed, \(P=L+CR\) changes together with \(L\). Since \(\partial D/\partial P=(\tau/C)(1-L/P)\), the derivative becomes

\[
\left.\frac{\partial D}{\partial L}\right|_R
=-\frac\tau C\left[\ln\frac PL-1+\frac LP\right].
\]

The bracket is positive for \(P>L\): it vanishes at \(P=L\) and its derivative with respect to \(P\) is \((P-L)/P^2\). Less loss therefore means more overshoot in both comparisons, but the sensitivity is weaker at fixed ramp rate.

**Numbers for a silicon wafer**

Take rough typical values: thickness \(d=775\) µm, density 2.33 g/cm³, specific heat 0.95 J/(g K), shut-off at 1050 °C (1323 K), ramp rate 250 K/s and \(\tau=100\) ms. Let each face radiate with emissivity 0.7 to cold walls. Then

\[
C=2.33\times0.95\times0.0775=0.1715\ \mathrm{J/(cm^2\,K)},
\]
\[
L=2\times0.7\,\sigma T^4=24.33\ \mathrm{W/cm^2},
\]
\[
P=L+CR=24.33+0.1715\times250=67.2\ \mathrm{W/cm^2}.
\]

Here \(\sigma\) is the Stefan–Boltzmann constant. The ratio is \(P/L=2.763\), its logarithm is 1.016, and the peak comes 102 ms after shut-off. The overshoot is

\[
D=\frac{0.100}{0.1715}\left[67.22-24.33-24.33\times1.0162\right]
=\frac{0.100}{0.1715}\times18.16=10.6\ \mathrm{K}.
\]

The bound \(R\tau\) is 25 K, so the loss during the rise removes more than half of it. Direct integration of the balance gives the same height and time of the peak, 10.59 K at 101.6 ms.

**Is constant loss good enough?**

Near the peak, yes. Let the loss be \(L+G\theta\). For radiation to cold walls, \(L(1+\theta/T)^4\simeq L(1+4\theta/T)\), so \(G=4L/T=0.0736\) W/(cm² K).

Write the solution as \(\theta+\theta_1\), where \(\theta\) is the constant-loss solution and \(\theta_1\) is of first order in \(G\). Then \(C\,d\theta_1/dt=-G\theta\), with \(\theta_1(0)=0\). Because \(\theta\) is stationary at \(t_*\), the first-order change of the peak is \(\theta_1(t_*)\):

\[
\delta D=-\frac GC\int_0^{t_*}\theta\,dt .
\]

With \(\lambda=\ln(P/L)\) and \(t_*=\tau\lambda\), the integral is

\[
\int_0^{t_*}\theta\,dt
=\frac1C\left[P\tau t_*-P\tau^2\left(1-\frac LP\right)-\frac{Lt_*^2}{2}\right],
\]

and therefore

\[
\delta D=-\frac{G\tau^2}{C^2}\left[P\lambda-P+L-\frac{L\lambda^2}{2}\right]=-0.32\ \mathrm{K}.
\]

Integration with the full \(T^4\) law gives \(-0.31\) K. This is about 3% of \(D\). Constant loss isn't suitable for the later cooling, though: it would make the temperature fall linearly without end.

The heat capacity also grows with temperature. If it is \(C(1+s\theta)\), the energy gained by time \(t_*\) is unchanged, so \(D+sD^2/2\) takes the place of \(D\), and the overshoot changes by about \(-sD^2/2\). A rough specific-heat slope of \(1.5\times10^{-4}\) J/(g K²) gives \(s=1.6\times10^{-4}\) K⁻¹ and a change of only \(-0.01\) K.

Gas conduction matters more. For hot nitrogen with conductivity 0.06 W/(m K), 5 mm gaps at both faces and walls at 300 K, the extra loss is 2.46 W/cm². At fixed \(P\) it lowers the overshoot by 1.4 K. In that comparison the ramp rate also falls, by \(2.46/0.1715\approx14\) K/s.

**Heating from one side**

This is where you have to ask which temperature is meant. Suppose the light is absorbed at the front face and \(L/2\) is lost from each face. The mean temperature through the thickness still obeys the original balance, so its overshoot is still \(D\). The faces behave differently.

Let \(p(t)=Pe^{-t/\tau}\), let \(k\) be the thermal conductivity, and let \(J(x)\) be the heat flux at depth \(x\). At the front \(J_0=p-L/2\); at the back \(J_d=L/2\). If the power changes slowly compared with conduction through the wafer, all depths heat at nearly the same rate, and \(J\) is linear in \(x\):

\[
J(x)=J_0\left(1-\frac xd\right)+J_d\frac xd .
\]

The temperature drop from the front to depth \(x\) is \(\frac1k\int_0^xJ\,dx'\). Averaging this over depth and exchanging the order of integration gives

\[
T_{\rm front}-T_{\rm mean}
=\frac1{kd}\int_0^d(d-x)J(x)\,dx
=\frac dk\left(\frac{J_0}{3}+\frac{J_d}{6}\right)
=\frac dk\left(\frac p3-\frac L{12}\right).
\]

In the same way,

\[
T_{\rm mean}-T_{\rm back}
=\frac1{kd}\int_0^dxJ(x)\,dx
=\frac dk\left(\frac{J_0}{6}+\frac{J_d}{3}\right)
=\frac dk\left(\frac p6+\frac L{12}\right).
\]

Now measure each face from its own temperature at shut-off. The terms with \(L\) cancel. As the lamp fades, the front loses part of its lead over the mean:

\[
\theta_{\rm front}=\theta-\frac d{3k}(P-p)
=\frac1C\left[(1-b)\tau P\left(1-e^{-t/\tau}\right)-Lt\right],
\qquad b=\frac{Cd}{3k\tau}.
\]

This is the original \(\theta(t)\) with \(P\) replaced by \((1-b)P\). So the front overshoot is

\[
D_{\rm front}=\frac\tau C\left[(1-b)P-L-L\ln\frac{(1-b)P}{L}\right],
\qquad (1-b)P>L .
\]

If \((1-b)P\le L<P\), the front doesn't rise after shut-off in this approximation, even though the mean does. Full heat conduction still gives a brief front rise, but for the wafer and lamp used here it is at most about 0.05 K. The back catches up with the mean by \((d/6k)(P-p)\), so its overshoot follows from replacing \(P\) by \((1+b/2)P\).

With a rough \(k=0.25\) W/(cm K), \(b=0.177\). The formulas give 6.4 K for the front and 12.9 K for the back. A resolved heat-conduction calculation, with the same constant loss, gives 6.5 K and 12.8 K. The small differences come with the assumption of slowly changing flux: when \(\tau\) is raised to 400 ms, with \(P\), \(L\) and the wafer unchanged, the two descriptions agree within 0.5% of the formula values. These face values assume absorption right at the surface. In hot silicon, lamp light below the band gap is absorbed by free carriers over a finite depth. If the power is deposited exponentially with a depth of 30 µm or 100 µm, the front overshoot rises from 6.5 K to 7.0 K or 7.8 K, and the front's lead over the mean at shut-off falls from 6.3 K to 5.5 K or 4.0 K. The back overshoot changes by about 0.2 K or less, and the mean doesn't change.

A smaller front overshoot doesn't mean a cooler front. At shut-off the front is already 6.3 K above the mean. If the mean is then at 1050 °C, constant loss gives a front peak near 1063 °C and a mean peak near 1061 °C. A pyrometer viewing the back sees the largest overshoot, but starts from the lowest temperature.

The slow-flux assumption requires the conduction time \(d^2/(\pi^2\alpha)\) to be short compared with \(\tau\), where \(\alpha\) is the thermal diffusivity. Here it is 5.4 ms against 100 ms. For a flash lasting about a millisecond the condition fails, and neither the face formulas nor a single wafer temperature describes the heated surface.

**A lamp that doesn't decay exponentially**

A hot filament cools mainly by radiation, and it cools more slowly as it gets colder. Take a filament of constant heat capacity and temperature \(T_f\), with \(dT_f/dt=-aT_f^4\). Then \(T_f^{-3}\) grows linearly:

\[
T_f=T_{f0}\left(1+3aT_{f0}^3t\right)^{-1/3}.
\]

Assume that the wafer absorbs a constant fraction of the emitted power, which is proportional to \(T_f^4\). The initial relative decay rate of this power is \(4aT_{f0}^3\). Setting it equal to \(1/\tau\), so that both lamps start to fade alike, gives

\[
p_f(t)=P\left(1+\frac{3t}{4\tau}\right)^{-4/3}.
\]

This lies above the exponential for \(t>0\), because \(\frac43\ln(1+\frac{3t}{4\tau})<t/\tau\). The overshoot must therefore be larger. With \(r=P/L\), the peak condition \(p_f=L\) gives

\[
1+\frac{3t_f}{4\tau}=r^{3/4},\qquad
t_f=\frac{4\tau}{3}\left(r^{3/4}-1\right).
\]

The energy absorbed until then is

\[
\int_0^{t_f}p_f\,dt=4\tau P\left[1-\left(1+\frac{3t_f}{4\tau}\right)^{-1/3}\right]
=4\tau\left(P-Pr^{-1/4}\right)=4\tau\left(P-Lr^{3/4}\right),
\]

where the last step uses \(P=Lr\). Subtracting \(Lt_f\) and dividing by \(C\),

\[
D_f=\frac\tau C\left[4P+\frac43L-\frac{16}{3}L\left(\frac PL\right)^{3/4}\right].
\]

For the same \(P\), \(L\), \(C\) and \(\tau\) this is 13.55 K, which is 3.0 K or 28% above the exponential result. When the filament law and one-sided heating are put into the same conduction calculation, the front overshoots by 9.3 K and the back by 15.8 K.

**What this means for a real anneal**

The thickness, temperature and ramp rate above are in the regime of lamp spike annealing. The decay time depends on the lamp and should be measured for the tool in use. The cold-wall assumption is more doubtful, because a chamber with reflecting surfaces returns part of the wafer's radiation. As an example, remove all the loss from the back while keeping the ramp rate at 250 K/s. Then \(L\) is halved, \(P\) falls by the same amount, and the mean overshoot rises from 10.6 K to 14.3 K. If radiation is returned to both faces, the mean overshoot can rise further; for an exponential lamp it stays below the bound \(R\tau=25\) K. The filament law can pass this value: with a quarter of the original \(L\) and the same ramp rate, the formula for \(D_f\) gives 28.5 K. Its own bound, approached as \(L\to0\), is \(4R\tau\), because the total energy absorbed after shut-off is then \(4P\tau\) instead of \(P\tau\). This is only a formal limit: even with 1% of the original \(L\), the formula gives 64 K, and the peak comes after about 6 s. Of the single changes to the mean overshoot worked out for the original settings, halving the loss is the largest, followed by the filament law. The choice of face matters too: at the original settings it moves the answer by \(-4\) K or \(+2\) K.

So I would use the formula as a first estimate: about 10 K for an exponential lamp and cold walls. A real tool can differ from it by a factor of two or more. The two largest changes reinforce each other: the filament law with half the loss, at the same ramp rate, gives 20.5 K, while adding the separate changes would give only 17.3 K. For constant loss, the mean overshoot is also proportional to \(\tau\) at fixed \(P\), \(L\) and \(C\), so a lamp that fades half as fast doubles it. With \(T^4\) loss the factor is slightly smaller, 1.94 for the exponential lamp at the original settings. In the exponential, cold-wall case, bringing the mean peak back to 1050 °C at the same ramp rate means shutting the lamps off about 10 K lower, or roughly 40 ms earlier at 250 K/s. This holds for an abrupt shut-off; a controller that dims the lamps beforehand lowers \(P\), and a cooler filament also fades more slowly, so both \(P\) and \(\tau\) must be taken at the actual shut-off.

## Table of computed values

```
INPUTS (rough typical values)
wafer thickness                     775 um
density                             2.33 g/cm3
specific heat                       0.95 J/(g K)
specific-heat slope                 1.5e-04 J/(g K2)
thermal conductivity                0.25 W/(cm K)
emissivity of each face             0.70
shut-off temperature                1050 C
shut-off temperature                1323.15 K
ramp rate at shut-off               250 K/s
lamp decay time tau                 100 ms
gas conductivity                    0.06 W/(m K)
gas gap at each face                5 mm
wall temperature for gas loss       300 K
MAIN RESULT
heat capacity per area C            0.1715 J/(cm2 K)
loss L                              24.33 W/cm2
absorbed power P                    67.22 W/cm2
ratio P/L                           2.763
ln(P/L)                             1.0162
bracket P-L-L ln(P/L)               18.16 W/cm2
time of peak, formula               101.6 ms
time of peak, integration           101.6 ms
overshoot, formula                  10.587 K
overshoot, integration              10.587 K
peak temperature                    1060.6 C
upper bound tau(P-L)/C              25.0 K
largest error over six ratios       5.7e-14 K
dD/dL at fixed P, integration       -0.592 K cm2/W
NEGLECTED EFFECTS, ONE AT A TIME
loss slope G = 4L/T                 0.0736 W/(cm2 K)
change from G, first order          -0.321 K
change from full T^4 loss           -0.312 K
change from heat-capacity slope     -0.009 K
gas loss, both faces                2.46 W/cm2
change from gas loss at fixed P     -1.385 K
overshoot with filament law         13.55 K
change from filament law            2.96 K
conduction time d^2/(pi^2 alpha)    5.39 ms
conduction parameter b              0.1773
front minus mean at shut-off        6.32 K
front overshoot, formula            6.41 K
front overshoot, conduction run     6.52 K
back overshoot, formula             12.86 K
back overshoot, conduction run      12.78 K
JOINT RUN AND SENSITIVITY
front, filament law + conduction    9.28 K
back, filament law + conduction     15.75 K
mean, no back loss, same ramp       14.29 K
```
